# Tetragonal strain for a thermal-energy splitting of an acceptor quartet: a numerical check

```python
# Result under test: a tetragonal strain eta = e_zz - e_xx splits the fourfold
# ground level of a neutral acceptor by 2*|b_eff|*|eta|, so that the splitting
# equals k_B*T at |eta| = k_B*T / (2*|b_eff|).
# b_eff : effective deformation potential of the acceptor level (hole energy)
# b_band: deformation potential of the valence band edge
# r     : reduction factor |b_eff / b_band| caused by the acceptor envelope
# Energies are in meV, elastic constants in GPa, strains are pure numbers.
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

temperature = 4.0
b_eff = -1400.0
b_band = -2200.0      # rough value for silicon
level_gap = 20.0      # rough gap to next even-parity level, boron in silicon
c11, c12 = 166.0, 64.0  # rough values for silicon
mismatch = 3.0e-3     # rough contraction mismatch, copper against silicon
residual = 1.0e-6     # assumed residual strain of a good crystal
thermal = constants.k * temperature / constants.e * 1e3

# --- Spin-3/2 quartet: strain found by root search on the diagonalization ---
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
j_x = (raising + raising.T) / 2
j_y = (raising - raising.T) / 2j
j_z = np.diag(m_values)


def quartet_hamiltonian(eta):
    # traceless strain whose tetragonal part is eta
    strains = (-eta / 3, -eta / 3, 2 * eta / 3)
    return b_eff * sum(e * (j @ j - 1.25 * np.eye(4))
                       for e, j in zip(strains, (j_x, j_y, j_z)))


def quartet_splitting(eta):
    levels = np.linalg.eigvalsh(quartet_hamiltonian(eta))
    return levels[3] - levels[0]


eta_formula = thermal / (2 * abs(b_eff))
eta_root = brentq(lambda x: quartet_splitting(x) - thermal, 0, 1e-2,
                  xtol=1e-16, rtol=1e-13)
assert abs(eta_root / eta_formula - 1) < 1e-9
levels, states = np.linalg.eigh(quartet_hamiltonian(eta_root))
assert abs(levels[1] - levels[0]) < 1e-10
assert abs(levels[3] - levels[2]) < 1e-10
for k in (0, 1):  # positive eta puts the m = +-3/2 doublet lowest
    assert abs((states[:, k].conj() @ j_z @ j_z @ states[:, k]).real
               - 2.25) < 1e-9
weights = np.exp(-(levels - levels[0]) / thermal)
upper_fraction = weights[2:].sum() / weights.sum()
assert abs(upper_fraction - 1 / (1 + np.e)) < 1e-8

# --- Acceptor model: (s + five d envelopes) x three orbitals x spin ---
orbital_l = np.zeros((3, 3, 3), complex)
for k, i, j in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    orbital_l[k, i, j], orbital_l[k, j, i] = -1j, 1j
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_dot_s = sum(np.kron(orbital_l[k], pauli[k] / 2) for k in range(3))
split_off = 44.0      # rough spin-orbit splitting of silicon
spin_orbit = split_off * (np.eye(6) - 2 * l_dot_s) / 3
tensors = [np.diag([-1, -1, 2]) / np.sqrt(6), np.diag([1, -1, 0]) / np.sqrt(2)]
for i, j in ((1, 2), (2, 0), (0, 1)):
    shear = np.zeros((3, 3))
    shear[i, j] = shear[j, i] = 1 / np.sqrt(2)
    tensors.append(shear)


def acceptor_model(energy_e, energy_t, coupling_e, coupling_t):
    h = np.kron(np.eye(6), spin_orbit)
    for a, tensor in enumerate(tensors):
        energy, coupling = ((energy_e, coupling_e) if a < 2
                            else (energy_t, coupling_t))
        site, hop = np.zeros((6, 6)), np.zeros((6, 6))
        site[a + 1, a + 1] = energy
        hop[0, a + 1] = hop[a + 1, 0] = 1
        h = h + np.kron(site, np.eye(6))
        h = h + coupling * np.kron(hop, np.kron(tensor, np.eye(2)))
    return h


def full_space(orbital_operator):
    return np.kron(np.eye(6), np.kron(orbital_operator, np.eye(2)))


w_axes = [3 * l @ l - 2 * np.eye(3) for l in orbital_l]
shear_xy = orbital_l[0] @ orbital_l[1] + orbital_l[1] @ orbital_l[0]
bare_quartet = np.linalg.eigh(spin_orbit)[1][:, :4]
bare_shear = np.linalg.eigvalsh(
    bare_quartet.conj().T @ np.kron(shear_xy, np.eye(2)) @ bare_quartet)[-1]


def reductions(h):
    energies, vectors = np.linalg.eigh(h)
    assert energies[3] - energies[0] < 1e-9
    assert energies[4] - energies[0] > 5.0
    ground = vectors[:, :4]
    factors = []
    for w in w_axes:
        eig = np.linalg.eigvalsh(ground.conj().T @ full_space(w) @ ground)
        assert np.allclose(eig, eig[-1] * np.array([-1, -1, 1, 1]), atol=1e-9)
        factors.append(eig[-1])
    assert np.ptp(factors) < 1e-9
    eig = np.linalg.eigvalsh(ground.conj().T @ full_space(shear_xy) @ ground)
    return (factors[2], eig[-1] / bare_shear, energies[0],
            energies[4] - energies[0])


sphere_tetra, sphere_shear, _, _ = reductions(acceptor_model(60, 60, 40, 40))
assert abs(sphere_tetra - sphere_shear) < 1e-9 and sphere_tetra < 0.95
cubic = acceptor_model(70, 60, 25, 50)
r_model, shear_model, ground_energy, gap_model = reductions(cubic)
assert abs(r_model - shear_model) > 0.01 and r_model < 0.95


def second_order_bound(eta, r, gap):
    return (b_band * eta) ** 2 * (2 + r - r * r) / gap


bound_model = second_order_bound(eta_formula, r_model, gap_model)
linear = r_model * abs(b_band) * eta_formula
deviations = []
for sign in (1, -1):
    strained = cubic + sign * b_band * eta_formula * full_space(w_axes[2])
    e = np.linalg.eigvalsh(strained)[:4]
    assert e[1] - e[0] < 1e-9 and e[3] - e[2] < 1e-9
    shifts = (e[0] - ground_energy + linear, e[2] - ground_energy - linear)
    assert all(-bound_model <= s < 0 for s in shifts)
    deviations.append((e[2] - e[0]) / (2 * linear) - 1)
assert max(abs(d) for d in deviations) <= bound_model / (2 * linear)

# --- Elastic relations, from the stiffness equations and the energy ---
stiffness = np.full((3, 3), c12) + (c11 - c12) * np.eye(3)
stress = eta_formula * (c11 - c12)
strain = np.linalg.solve(stiffness, [0, 0, stress])
assert abs((strain[2] - strain[0]) / eta_formula - 1) < 1e-10
film_factor = 1 + 2 * c12 / c11


def elastic_energy(e_zz):
    e = np.array([1.0, 1.0, e_zz])  # unit in-plane strain
    return e @ stiffness @ e / 2


relaxed = minimize_scalar(elastic_energy).x
assert abs((relaxed - 1) + film_factor) < 1e-6
in_plane = eta_formula / film_factor

# --- Size of neglected effects for the example ---
r_example = b_eff / b_band
bound = second_order_bound(eta_formula, r_example, level_gap)
eta_glued = film_factor * mismatch

print(f"temperature: {temperature:.1f} K")
print(f"effective deformation potential b_eff: {b_eff / 1e3:.2f} eV")
print(f"thermal energy k_B T: {thermal:.4f} meV")
print(f"splitting per unit strain 2|b_eff|: {2 * abs(b_eff) / 1e3:.2f} eV")
print(f"tetragonal strain |e_zz - e_xx|: {eta_formula:.4e}")
print(f"same strain from root search: {eta_root:.4e}")
print(f"same strain in percent: {100 * eta_formula:.5f} %")
print(f"strain if 1.4 eV were the whole splitting per strain: "
      f"{thermal / abs(b_eff):.4e}")
print(f"doublet energies at this strain: {levels[0]:.4f}, "
      f"{levels[3]:.4f} meV")
print(f"fraction of acceptors in upper doublet: {upper_fraction:.4f}")
print(f"C11, C12 (rough): {c11:.0f}, {c12:.0f} GPa")
print(f"uniaxial [001] stress needed: {stress * 1e3:.2f} MPa")
print(f"film factor 1 + 2 C12/C11: {film_factor:.3f}")
print(f"in-plane biaxial strain needed (magnitude): {in_plane:.3e}")
print("-- test model of a cubic acceptor with split-off states --")
print(f"spin-orbit splitting used: {split_off:.0f} meV")
print(f"spherical case, tetragonal and shear reduction: "
      f"{sphere_tetra:.4f}, {sphere_shear:.4f}")
print(f"cubic case, tetragonal and shear reduction: "
      f"{r_model:.4f}, {shear_model:.4f}")
print(f"cubic case, gap to next level: {gap_model:.2f} meV")
print(f"departure from linear splitting, eta > 0: "
      f"{100 * deviations[0]:.3f} %")
print(f"departure from linear splitting, eta < 0: "
      f"{100 * deviations[1]:.3f} %")
print(f"bound on that departure: {100 * bound_model / (2 * linear):.3f} %")
print("-- neglected effects, boron in silicon, rough inputs --")
print(f"band deformation potential (rough): {b_band / 1e3:.1f} eV")
print(f"reduction factor b_eff/b_band: {r_example:.3f}")
print(f"gap to next even-parity level (rough): {level_gap:.0f} meV")
print(f"bound on second-order change of splitting: {bound:.4f} meV")
print(f"the same relative to k_B T: {100 * bound / thermal:.1f} %")
print(f"Boltzmann factor of next level: {np.exp(-level_gap / thermal):.0e}")
print(f"assumed residual strain: {residual:.0e}")
print(f"splitting from residual strain: "
      f"{quartet_splitting(residual) * 1e3:.2f} ueV")
print(f"contraction mismatch to copper (rough): {mismatch:.0e}")
print(f"tetragonal strain if glued rigidly: {eta_glued:.1e}")
print(f"ratio to the wanted strain: {eta_glued / eta_formula:.0f}")
print(f"linear-law splitting if glued: {quartet_splitting(eta_glued):.0f} meV")
print("tests ok")
```

Printed output:

```
temperature: 4.0 K
effective deformation potential b_eff: -1.40 eV
thermal energy k_B T: 0.3447 meV
splitting per unit strain 2|b_eff|: 2.80 eV
tetragonal strain |e_zz - e_xx|: 1.2310e-04
same strain from root search: 1.2310e-04
same strain in percent: 0.01231 %
strain if 1.4 eV were the whole splitting per strain: 2.4621e-04
doublet energies at this strain: -0.1723, 0.1723 meV
fraction of acceptors in upper doublet: 0.2689
C11, C12 (rough): 166, 64 GPa
uniaxial [001] stress needed: 12.56 MPa
film factor 1 + 2 C12/C11: 1.771
in-plane biaxial strain needed (magnitude): 6.951e-05
-- test model of a cubic acceptor with split-off states --
spin-orbit splitting used: 44 meV
spherical case, tetragonal and shear reduction: 0.7833, 0.7833
cubic case, tetragonal and shear reduction: 0.6833, 0.8425
cubic case, gap to next level: 25.36 meV
departure from linear splitting, eta > 0: -0.674 %
departure from linear splitting, eta < 0: 0.665 %
bound on that departure: 1.732 %
-- neglected effects, boron in silicon, rough inputs --
band deformation potential (rough): -2.2 eV
reduction factor b_eff/b_band: 0.636
gap to next even-parity level (rough): 20 meV
bound on second-order change of splitting: 0.0082 meV
the same relative to k_B T: 2.4 %
Boltzmann factor of next level: 6e-26
assumed residual strain: 1e-06
splitting from residual strain: 2.80 ueV
contraction mismatch to copper (rough): 3e-03
tetragonal strain if glued rigidly: 5.3e-03
ratio to the wanted strain: 43
linear-law splitting if glued: 15 meV
tests ok
```
